# Coarsening of Many Circular Islands with Coupled Logarithmic Diffusion Potentials

## The physical situation

Deposition onto a crystal terrace has stopped and has left many islands one atomic layer high. Atoms detach from their edges, wander over the terrace and attach elsewhere. A small island has a strongly curved edge and holds its atoms less firmly than a large one, so material flows on balance from small islands to large ones. Small islands vanish, and the layer coarsens at fixed amount of material.

An island's fate depends on its neighbours as well as on its own size, because it feeds or drains the terrace around them. In two dimensions the density around a single source varies only logarithmically with distance, so an island cannot be treated alone. In a layer of many islands, near neighbours screen the distant ones, and this screening emerges when all are solved for together. The questions are how to do this, and what conservation of total area says about the accuracy of the result.

## Model and edge condition

Island \(i\) is a circle with fixed centre \(\mathbf r_i\), radius \(R_i\) and area \(A_i=\pi R_i^2\). Centre distances are \(d_{ij}\), and the islands do not overlap. Let \(\Omega\) be the area per atom, \(D\) the adatom diffusivity, \(c_{eq}\) the adatom density in equilibrium with a straight edge, and \(u=c/c_{eq}\). Adatoms are dilute, and there is no deposition or desorption.

Adding one atom increases the island area by \(\Omega=2\pi R\,dR\), and hence its perimeter by \(2\pi\,dR=\Omega/R\). With an isotropic edge energy \(\gamma\) per length, the cost is \(\gamma\Omega/R\). If attachment is fast, the density at the edge is the equilibrium one,

\[
u=g_i=e^{\Gamma/R_i},\qquad \Gamma=\frac{\gamma\Omega}{kT}.
\]

The terrace relaxes much faster than the islands change, so \(\nabla^2u=0\) between them. On top of an island the density is also harmonic, with a constant edge value. It is therefore constant there and carries no current, so only the outer terrace matters.

## From the field to a linear system

Each island is represented by one logarithmic source:

\[
u(\mathbf r)=u_0+\sum_j q_j\ln|\mathbf r-\mathbf r_j| .
\]

This is the monopole approximation. It satisfies Laplace's equation on the terrace, but it can match the edge condition only on average. On edge \(i\) the island's own term equals \(q_i\ln R_i\). Every other term is harmonic throughout disc \(i\), so its edge average is its value at the centre, \(q_j\ln d_{ij}\). Hence

\[
u_0+\sum_jG_{ij}q_j=g_i,\qquad G_{ii}=\ln R_i,\quad G_{ij}=\ln d_{ij}\ (j\ne i).
\]

The number of atoms entering island \(i\) per unit time is \(Dc_{eq}\oint\partial_n u\,dl\), with the normal pointing outward. The other sources contribute zero because they lie outside the contour. The island's own term contributes \((q_i/R_i)(2\pi R_i)=2\pi q_i\). Multiplying by the area per atom gives

\[
\frac{dA_i}{dt}=2\pi Kq_i,\qquad K=D\Omega c_{eq}.
\]

Positive \(q_i\) means growth: the density rises away from the island.

Far away \(u\to u_0+(\sum_jq_j)\ln r\). A bounded field, with no net flux through a distant contour, requires \(\sum_jq_j=0\). This supplies the missing equation for \(u_0\):

\[
\begin{pmatrix}G&\mathbf 1\\ \mathbf 1^T&0\end{pmatrix}
\begin{pmatrix}\mathbf q\\u_0\end{pmatrix}=
\begin{pmatrix}\mathbf g\\0\end{pmatrix},
\qquad \frac{d}{dt}\sum_iA_i=2\pi K\sum_iq_i=0 .
\]

Measuring lengths in a unit \(s\) subtracts \(\ln s\) from every element of \(G\). This changes \((G\mathbf q)_i\) by \(-\ln s\sum_jq_j=0\), so neither \(\mathbf q\) nor \(u_0\) depends on the unit. If \(u_0\) is guessed instead and neutrality is dropped, both the conservation law and this independence are lost.

## Why the solution is unique

Spread each \(q_j\) uniformly over its edge and let \(\phi\) be the resulting potential. It equals \(\sum_jq_j\ln|\mathbf r-\mathbf r_j|\) outside the islands, and its average on edge \(i\) is \((G\mathbf q)_i\). For a neutral set, \(\phi\) falls off at least as fast as \(1/r\), apart from a constant that is zero here. The distant boundary term in an integration by parts then vanishes:

\[
\int|\nabla\phi|^2d^2r=-\int\phi\nabla^2\phi\,d^2r=-2\pi\,\mathbf q^TG\mathbf q .
\]

Thus \(\mathbf q^TG\mathbf q<0\) for every nonzero neutral \(\mathbf q\). If the bordered system had a nonzero solution with zero right-hand side, multiplying its first row by \(\mathbf q^T\) would give \(\mathbf q^TG\mathbf q=0\). Then \(\mathbf q=0\), and so \(u_0=0\), a contradiction.

The same product with the true right-hand side gives \(\sum_ig_iq_i=\mathbf q^TG\mathbf q\le0\): on balance, material leaves edges of high density for edges of low density.

Overlap can destroy the argument. For two islands with \(R=10\) nm and \(d=5\) nm, \(\mathbf q=(1,-1)\) gives \(2\ln10-2\ln5>0\). Islands that touch must be merged by a separate rule, which this algorithm does not contain.

## Error of the monopole approximation

For two islands \(q_2=-q_1\). Subtracting the second edge equation from the first gives

\[
q_1(\ln R_1+\ln R_2-2\ln d)=g_1-g_2
\ \Rightarrow\
q_1=\frac{g_2-g_1}{\ln(d^2/R_1R_2)} .
\]

The full two-circle problem can also be solved. Put logarithmic sources \(\pm q_1\) inside the circles, displaced from the centres towards each other by \(s_1\) and \(s_2\), so that each source is the inverse point of the other in both circles:

\[
s_1(d-s_2)=R_1^2,\qquad s_2(d-s_1)=R_2^2 .
\]

The ratio of distances to two inverse points is constant on a circle. The ratio of the distance from source 1 to that from source 2 is \(s_1/R_1\) on circle 1 and \(R_2/s_2\) on circle 2. Therefore \(g_1-g_2=q_1\ln(s_1s_2/R_1R_2)\), or \(q_1=(g_2-g_1)/\alpha\) with \(\alpha=\ln(R_1R_2/P)\) and \(P=s_1s_2\).

Adding the two conditions gives \(d(s_1+s_2)=R_1^2+R_2^2+2P\). Multiplying them gives \(P[d^2-d(s_1+s_2)+P]=R_1^2R_2^2\). Substituting the first result into the second,

\[
d^2-R_1^2-R_2^2=P+\frac{R_1^2R_2^2}{P}=2R_1R_2\cosh\alpha .
\]

For large \(d\), \(\alpha\simeq\ln(2\cosh\alpha)\), with an error of order \((R/d)^4\), so

\[
\alpha=\ln\frac{d^2}{R_1R_2}-\frac{R_1^2+R_2^2}{d^2}+O\!\left(\frac{R^4}{d^4}\right).
\]

The monopole denominator is too large, and the exchange between two distant islands is underestimated. In the opposite limit, \(d\to R_1+R_2\), \(\alpha\to0\) and the true exchange diverges, while the monopole value stays finite. The approximation therefore fails at narrow gaps.

## Removing an island

As \(R\to0\) the edge density \(e^{\Gamma/R}\) diverges, and the continuum description of the edge has already failed. An island is therefore removed when its radius reaches a cutoff \(R_c\). Its remnant \(\pi R_c^2\) must go somewhere if area is to be conserved.

An atom released at \(\mathbf r_k\) sticks to the first surviving island it meets. Its time-integrated density obeys a diffusion equation with a point source at \(\mathbf r_k\) and vanishes on the surviving edges. The current into each edge is the probability of being caught there. In monopole form, up to a constant factor, this density is

\[
b-\ln|\mathbf r-\mathbf r_k|+\sum_{j\ne k}w_j\ln|\mathbf r-\mathbf r_j| .
\]

Setting its edge averages to zero and requiring a bounded far field gives

\[
\sum_{j\ne k}G_{ij}w_j+b=\ln d_{ik},\qquad \sum_{j\ne k}w_j=1 .
\]

The matrix is that of the survivors. Each survivor receives \(w_j\pi R_c^2\), and the total is unchanged.

## Time stepping and what conservation tests

Let \(y_i=R_i^2\), so that \(\dot y_i=2Kq_i\). One cycle of the algorithm is:

1. Build \(G\) for the present islands and solve the bordered system at every stage of an adaptive Runge–Kutta step in \(y_i\).
2. Locate the time at which the smallest \(y_i\) reaches \(R_c^2\).
3. Solve for the capture weights, share out the remnant and delete the island.

Trial stages may overshoot the cutoff, so the radius used inside the solve is not allowed below \(R_c/2\). The charges remain neutral.

A Runge–Kutta step adds to \(y_i\) a weighted sum of stage rates. Each stage is neutral, so \(\sum_iy_i\) is preserved at any step size, apart from rounding. Conservation here tests the neutrality row of the linear solve and the bookkeeping of removals. It says nothing about the accuracy of the time stepping, and a wrong entry in \(G\) or \(\mathbf g\) would pass unnoticed as well.

Stepping in \(R_i\), with \(\dot R_i=Kq_i/R_i\), behaves differently. One Euler step of length \(h\) gives

\[
\sum_i\left(R_i+\frac{hKq_i}{R_i}\right)^2=\sum_iR_i^2+2hK\sum_iq_i+h^2K^2\sum_i\frac{q_i^2}{R_i^2}.
\]

The middle term vanishes and the last does not. Area drift in this variable does respond to the time-stepping error, which makes a second run in \(R_i\) a useful audit.

## Three islands by hand

The parameters are rough typical values for Ag(111) at 300 K: diffusion barrier 0.10 eV, adatom formation energy 0.65 eV, hop prefactor \(10^{13}\) s\(^{-1}\), atomic spacing \(a=0.289\) nm and \(\gamma=0.75\) eV/nm. With total hop rate \(\nu\) and hops taken to have length \(a\), the mean square displacement is \(a^2\nu t=4Dt\), so \(D=a^2\nu/4=4.36\times10^9\) nm\(^2\)/s. Hops between neighbouring hollows of a (111) face have the shorter length \(a/\sqrt3\), which at the same rate would make \(D\) three times smaller and all times three times longer. The equilibrium coverage is \(\Omega c_{eq}=e^{-0.65\,\mathrm{eV}/kT}=1.20\times10^{-11}\). Hence \(K=0.0525\) nm\(^2\)/s and \(\Gamma=0.75\times0.0723/0.02585=2.10\) nm.

Put islands of radius 6, 8 and 10 nm at \(x=0\), 40 and 100 nm. Their edge densities are 1.4187, 1.2999 and 1.2335. Subtracting the second and third edge equations from the first, and setting \(q_1=-q_2-q_3\), leaves

\[
3.507q_2+2.408q_3=0.1188,\qquad 2.408q_2+5.116q_3=0.1852 .
\]

The solution is \(q_2=0.0133\), \(q_3=0.0299\), and so \(q_1=-0.0433\). Multiplication by \(2\pi K=0.330\) nm\(^2\)/s gives area rates of \(-0.0143\), \(0.0044\) and \(0.0099\) nm\(^2\)/s. Including induced multipoles changes \(q_1\) to \(-0.0444\), so the monopole value is 2.6% too small in magnitude.

If neutrality is dropped and \(u_0\) is set to the edge density at the mean radius, 1.2999, the total area changes at \(+0.00088\) nm\(^2\)/s with logarithms in nm and at \(-0.00089\) nm\(^2\)/s with logarithms in µm. The sign of this false source depends on the unit.

## Thirty islands

Thirty islands with radii from 4.00 to 10.68 nm lie in a patch of radius 200 nm and cover 4.1% of it. At the start an island of 7.45 nm shrinks while one of 6.14 nm grows, so no single critical radius separates the two groups. The monopole solution also makes an island of 7.90 nm shrink, but its rate is close to zero and induced multipoles reverse the sign. With \(R_c=1\) nm the run gives:

| Islands left | Time (s) | Mean radius (nm) |
|---|---|---|
| 25 | 2184 | 7.92 |
| 20 | 9570 | 8.70 |
| 15 | 14535 | 10.13 |
| 10 | 30802 | 12.45 |

The last line corresponds to 8.6 h. The perimeter falls from 1358 to 782 nm. The area stays at 5125.15 nm\(^2\), with a largest relative error of \(4\times10^{-16}\). The twenty remnants amount to 1.23% of the total, which would be missing had they been discarded.

Twelve equal Euler steps in \(y_i\) to the time when 15 islands should remain also conserve area to rounding. Yet they leave 16 islands, and the radii of those common to both runs are wrong by 0.32 nm root mean square. Adaptive stepping in \(R_i\) gives a relative area drift of \(2.4\times10^{-3}\) at tolerance \(10^{-3}\) and \(1.1\times10^{-7}\) at tolerance \(10^{-7}\). At the finer tolerance its disappearance times agree with those of the area run to within a relative difference of \(5\times10^{-7}\).

Two further tests address the solution itself. For two islands, integrating \(dt=dy_1/(2Kq_1)\) gives the time to the cutoff:

\[
t=\int_{R_c^2}^{R_1^2}\frac{\ln(d^2/R_1R_2)}{2K(g_1-g_2)}\,dy_1,\qquad y_1+y_2=\text{const}.
\]

In the integrand the radii vary with \(y_1\). For initial radii 6 and 9 nm and \(d=60\) nm, the integral and the evolution both give 4043 s. For the capture weights, 20,000 random walkers were released from the centre of the smallest initial island, with that island removed. Their first-hit fractions differ from \(w_j\) by at most 0.010, where the largest weight is 0.376. The smallest weight prints as \(-0.0000\). A true probability cannot be negative, so the negative part, here below \(10^{-4}\), must come from the approximation or from rounding. It does not bound the error of that weight, which is larger because the true value is positive.

## Error budget and the real surface

Induced multipoles change the vector of rates by 2.5% of its norm at the start and 1.5% at the end. The other changes below refer to the time at which 15 islands remain, with the initial islands held fixed.

**Surroundings.** A reflecting patch edge at radius \(B\) adds \(\ln|B-z_i\bar z_j/B|\) to \(G_{ij}\), with centres written as complex numbers. On \(|z|=B\) the radial derivatives of a source at \(z_j\) and of its image sum to

\[
\frac1B\,\mathrm{Re}\left[\frac{z}{z-z_j}-\frac{z_j}{z-z_j}\right]=\frac1B .
\]

This is the same for every source, so it cancels in a neutral sum. With \(B=200\) nm the time increases by 11%. Induced multipoles, by comparison, shorten this time by only about 2% and leave the same islands surviving.

**Attachment.** For a finite attachment speed \(\kappa\), equating \(Dq_i/R_i\) with \(\kappa(u_{edge}-g_i)\) gives \(u_{edge}=g_i+\ell q_i/R_i\), where \(\ell=D/\kappa\). The diagonal becomes \(\ln R_i-\ell/R_i\). Taking \(\ell\) equal to one atomic spacing lengthens the time by 1.8%. An extra attachment barrier would make \(\ell\) larger.

**Edge law and cutoff.** Replacing \(e^{\Gamma/R}\) by \(1+\Gamma/R\) lengthens the time by 32%. For two islands the direction follows from the slope of \(e^x\), which exceeds 1 for \(x>0\): linearisation reduces the density difference that drives the exchange. Lowering \(R_c\) to 0.7 nm changes the time by 0.014%.

**Terrace.** The relaxation time \(B^2/D\) is about \(9\times10^{-6}\) s, far below the hours of coarsening. The patch holds \(3\times10^{-5}\) adatoms on average, so their omission from the area balance is harmless. The density is thus a statistical mean, and the noise of single-atom exchange is left out. That noise is not negligible for islands this small: it scatters the time to 15 islands by roughly 10% from one realisation to the next and can change which islands survive.

For silver the times are very sensitive to the energies. At fixed \(\Gamma\), time enters through \(Kt\), so an error of 0.05 eV in the sum of barrier and formation energy changes every time by a factor of 6.9. The hours found here are at best an order of magnitude, not a prediction. Centres are not strictly fixed even within this model. If the other islands produce a gradient \(\mathbf E\) of \(u\) at island \(i\), the field near it varies as \(\mathbf E\cdot\mathbf r\,(1-R_i^2/r^2)\), with \(\mathbf r\) measured from its centre. The normal slope on the edge then gains \(2E\cos\theta\), where \(\theta\) is the angle from \(\mathbf E\), and an island that stays round drifts at velocity \(2K\mathbf E\). Here this moves the centres by less than 2 nm and shortens the time to 15 islands by about 2%. Real Ag(111) islands are also not perfectly round, and they can move by diffusion of atoms along their edges. Two islands of diffusivity \(D_I\) have a relative mean square displacement \(8D_It\). Setting this equal to the square of the mean nearest gap, 32 nm, at \(t=14535\) s gives \(D_I\approx9\times10^{-3}\) nm\(^2\)/s. This is a scale, not a sharp threshold, because a root mean square displacement equal to the gap does not guarantee a meeting. Near this mobility some islands would already meet and coalesce on the time scale of the exchange. Well above it most would, and fixed centres would no longer be justified. In the run itself the edges never come closer than 24 nm. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
temperature 300 K, kT = 0.02585 eV
barrier 0.10 eV, formation 0.65 eV
step tension 0.75 eV/nm, spacing 0.289 nm
hop prefactor 1.0e+13 1/s
atom area = 0.07233 nm^2
adatom diffusivity D = 4.363e+09 nm^2/s
equilibrium adatom coverage = 1.204e-11
transport coefficient K = 0.05252 nm^2/s
capillary length Gamma = 2.0984 nm
three islands: x (nm) 0 40 100 R (nm) 6 8 10
three islands: edge densities g 1.4187 1.2999 1.2335
three islands: charges q -0.04325 0.01332 0.02994 u0 = 1.30921
three islands: dA/dt (nm^2/s) -0.01427 0.00439 0.00988
three islands: q with multipoles -0.04440 0.01367 0.03073
no neutrality, guessed u0 = 1.29992: total dA/dt
  logs in nm 0.00088, in um -0.00089 nm^2/s
two islands R 6, 9 nm, d 60 nm: lifetime run 4042.94 s
  lifetime from integral 4042.94 s
patch radius 200 nm, islands 30, cutoff 1.0 nm
initial radii 4.00 to 10.68, mean 7.21 nm
initial area 5125.15 nm^2, coverage 0.0408
largest shrinking island at start 7.90 nm
smallest growing island at start 6.14 nm
first disappearance 619.1 s
25 left: t = 2183.8 s, mean R = 7.915 nm, area = 5125.15 nm^2
20 left: t = 9569.6 s, mean R = 8.695 nm, area = 5125.15 nm^2
15 left: t = 14534.7 s, mean R = 10.134 nm, area = 5125.15 nm^2
10 left: t = 30802.2 s, mean R = 12.453 nm, area = 5125.15 nm^2
time to 10 islands = 8.556 h
perimeter start 1358.4, end 782.4 nm
largest relative area error, main run 4.4e-16
remnant area handed over / total = 1.226 %
area drift stepping in R: tol 1e-3 2.4e-03, tol 1e-7 1.1e-07
largest relative time mismatch, R versus area 4.8e-07
12 Euler steps to 15 left: area error 0.0e+00
  rms radius error 0.316 nm, islands left 16
capture weights: largest 0.3758, smallest -0.0000
  largest difference from walkers 0.0099
multipole effect on rates: start 2.45 %, end 1.52 %
changes of the time to 15 islands:
  reflecting patch edge +11.38 %
  attachment length 0.289 nm +1.78 %
  linear Gibbs-Thomson +32.10 %
  cutoff 0.7 nm +0.014 %
terrace relaxation time PATCH^2/D = 9.17e-06 s
mean number of adatoms on the patch = 2.77e-05
time factor for 0.05 eV energy error = 6.92
smallest edge gap in run 24.36 nm
mean nearest gap at start 32.38 nm
island diffusivity for coalescence by t(15 left) = 9.02e-03 nm^2/s
```
